How many interface states does a pinning factor of 0.1 require?

**Question.** A metal gate lies on a high-k dielectric. When the gate metal is replaced by one whose work function is 1 eV larger, the flat-band voltage moves by 0.1 V instead of 1 V. Suppose that the missing 0.9 V is dropped across a vacuum-like gap of 0.5 nm, between the metal and a sheet of electron states at the dielectric surface. How many states per area and energy must the sheet hold, and how does that number depend on the pinning factor, the width of the gap and its permittivity?

**Answer.** The number follows from a balance. A change of metal shifts the Fermi level relative to the interface states, the states gain or lose electrons, and the resulting dipole opposes the shift. The more states there are, the smaller the shift that survives.

**The model and its conventions**

Let e be the positive elementary charge, and let z point from the metal into the dielectric. All potentials are averaged over the plane of the interface. Three energies are needed:

- Φ_M is the work function of the bare metal: the vacuum level just outside it minus its Fermi level E_F.
- Φ_eff is the effective work function: the local vacuum level in the dielectric, beyond the interface states, minus E_F. It is defined at flat band, where the dielectric there carries no field.
- Φ_CNL is the depth of the charge neutrality level below the local vacuum level at the states. Filled up to this level, the states carry no net charge.

The states lie in one plane at a distance δ from the plane of the metal's surface charge. Their density D, per area and energy, is taken as uniform. They exchange electrons with the metal, so the metal's Fermi level governs their filling. The gap has relative permittivity ε_g, and "vacuum-like" means ε_g = 1. There is no fixed charge in the dielectric.

The pinning factor is

S = dΦ_eff/dΦ_M.

S = 1 means that the metal's work function is passed on in full, and S = 0 that it has no influence.

**How much charge the states take up**

At flat band the local vacuum level at the sheet equals that in the dielectric beyond it. Measured from this common level, the Fermi level lies at −Φ_eff and the neutrality level at −Φ_CNL. The Fermi level is therefore above the neutrality level by

x = Φ_CNL − Φ_eff.

At zero temperature the states between the two levels are filled in excess of neutrality, and the excess number of electrons per area is

N = D x = D(Φ_CNL − Φ_eff).

A negative N means missing electrons. Temperature does not alter this for a wide uniform band: the Fermi function is antisymmetric about its midpoint, so it removes as many electrons below E_F as it adds above.

**How large a dipole this charge makes**

The sheet carries the charge −eN per area. No field exists inside the metal or, at flat band, in the dielectric beyond the sheet, so by Gauss's law the metal surface must carry +eN. For positive N the field in the gap points from the metal to the sheet and has the size

F = eN/(ε_g ε0).

An electron is pulled back towards the positive metal, so its energy rises on the way to the sheet by

Δ = eFδ = e²Nδ/(ε_g ε0).

The vacuum level at the sheet is thus higher than at the metal by Δ, while E_F is common to both. Hence

Φ_eff = Φ_M + Δ.

**Closing the loop**

Define the dimensionless number

a = e²Dδ/(ε_g ε0).

It is the energy step produced per unit shift of the Fermi level relative to the states. Inserting N into Δ gives

Φ_eff = Φ_M + a(Φ_CNL − Φ_eff).

Collecting the terms with Φ_eff on the left,

(1 + a)Φ_eff = Φ_M + aΦ_CNL.

Dividing by 1 + a, and noting that a/(1 + a) = 1 − 1/(1 + a),

Φ_eff = SΦ_M + (1 − S)Φ_CNL, with S = 1/(1 + a).

The coefficient of Φ_M is the slope defined above. The sign of the feedback is right: a metal with Φ_M below Φ_CNL puts extra electrons on the sheet, and their dipole raises Φ_eff towards Φ_CNL.

Solving S = 1/(1 + a) for a gives a = 1/S − 1, and therefore

D = (1/S − 1) ε_g ε0/(e²δ).

**The number**

For S = 0.1 the feedback must be a = 10 − 1 = 9. The constant e²/ε0 is 18.1 eV nm. With δ = 0.5 nm and ε_g = 1,

D = 9/(18.1 eV nm × 0.5 nm) = 0.99 nm⁻² eV⁻¹.

Since 1 nm⁻² is 10¹⁴ cm⁻², the main result is

D ≈ 1.0 × 10¹⁴ cm⁻² eV⁻¹.

A finite-difference solution of Poisson's equation for a complete gate stack, in which D was varied until the slope of the flat-band voltage reached 0.1, gives the same density.

To judge the size, take a square lattice of surface sites with a spacing of 0.30 nm, which has 1.1 × 10¹⁵ sites per cm². The required density is then 0.09 states per site and eV, or roughly one state per eV for every eleven sites. This is a substantial density, but it does not require every surface site to contribute a state within each eV.

**How it scales**

D is proportional to ε_g and inversely proportional to δ. The dependence on S has two regimes.

For strong pinning, S ≪ 1, the 1 in 1/S − 1 may be dropped, and D ≈ ε_g ε0/(e²δS). Halving S then costs about twice the states. At S = 0.1 this shortcut gives 1.1 × 10¹⁴ cm⁻² eV⁻¹, too high by one ninth of the correct value, because (1/S)/(1/S − 1) = 10/9.

For weak pinning, a ≪ 1, the expansion S ≈ 1 − a shows that the loss of slope is proportional to D. The crossover a = 1 belongs to S = 0.5. With the same vacuum-like gap of 0.5 nm, the densities in cm⁻² eV⁻¹ are:

- S = 0.50: 1.1 × 10¹³
- S = 0.20: 4.4 × 10¹³
- S = 0.10: 9.9 × 10¹³
- S = 0.05: 2.1 × 10¹⁴

The permittivity of the gap matters as much as its width. With ε_g = 3 instead of 1, the same charge makes a third of the dipole, and S = 0.1 needs 3.0 × 10¹⁴ cm⁻² eV⁻¹. In this model a measured S fixes the combination Dδ/ε_g and not D itself. The figure of 10¹⁴ is therefore as good as the assumed ratio δ/ε_g.

**What happens in a gate stack**

Let the gate be at a voltage V relative to a back electrode of work function Φ_s, whose Fermi level is the zero of energy. The gate's Fermi level is then at −eV. At flat band the vacuum level in the dielectric is −eV_FB + Φ_eff when reckoned from the gate, and Φ_s when reckoned from the back. Equating the two,

eV_FB = Φ_eff − Φ_s.

Since Φ_s does not depend on the gate metal, the slope of eV_FB against Φ_M is S.

Take round model parameters: Φ_CNL = 4.5 eV, Φ_s = 4.6 eV, and two metals with Φ_M = 4.0 eV and 5.0 eV. For S = 0.1,

Φ_eff = 0.1 × 4.0 + 0.9 × 4.5 = 4.45 eV,

Φ_eff = 0.1 × 5.0 + 0.9 × 4.5 = 4.55 eV.

The flat-band voltages are 4.45 − 4.60 = −0.15 V and 4.55 − 4.60 = −0.05 V. A change of 1 eV in the metal has become a change of 0.1 V in the device.

For the first metal the Fermi level lies x = 4.50 − 4.45 = 0.05 eV above the neutrality level. The sheet holds

N = 9.95 × 10¹³ × 0.05 = 5.0 × 10¹² electrons per cm²

in excess of neutrality. The energy step is Δ = 4.45 − 4.00 = 0.45 eV, and the field in the gap is 0.45 V/0.5 nm = 0.9 V/nm.

When pinning is strong (a ≫ 1), the transferred charge is much less sensitive to D than S is. From the interpolation formula,

Δ = Φ_eff − Φ_M = (1 − S)(Φ_CNL − Φ_M).

As D grows, S tends to zero and Δ tends to the full mismatch Φ_CNL − Φ_M. The charge N = ε_g ε0 Δ/(e²δ) saturates with it. Further states then reduce the remaining shift x while hardly changing the charge.

**Why the slope must be taken at flat band**

At a fixed gate voltage the dielectric generally carries a field, and its capacitance also holds the sheet's potential in place. Let u be the vacuum level at the sheet, and let the dielectric have permittivity κ and thickness t, with a back electrode at fixed potential. The field along z is (1/e) times the slope of the electron energy. Gauss's law at the sheet, multiplied by −e/ε0, reads

(ε_g/δ)(u − Φ_M + eV) − (κ/t)(Φ_s − u) = (e²/ε0) D(−eV − u + Φ_CNL).

The last bracket is the height of the Fermi level above the neutrality level, which lies at u − Φ_CNL. Differentiating with respect to Φ_M at constant V,

(ε_g/δ)(du/dΦ_M − 1) + (κ/t) du/dΦ_M = −(e²D/ε0) du/dΦ_M,

so that

du/dΦ_M = (ε_g/δ)/(ε_g/δ + κ/t + e²D/ε0).

With κ = 20 and t = 3 nm, the terms in nm⁻¹ are 2.0 for the gap, 6.7 for the dielectric and 9/0.5 = 18 for the states. The slope is 2.0/26.7 = 0.075. Without the dielectric's term it would be 2.0/20 = 0.10, which is S. Reading the fixed-bias slope as a pinning factor would credit the interface states with work done by the dielectric's capacitance.

**If the density of states is not uniform**

Let N(x) be a general filling curve, with dN/dx = D(x). At zero temperature D(x) is the density at the Fermi level; at finite temperature it is the density averaged over a few kT around it. The balance becomes

Φ_eff = Φ_M + (e²δ/(ε_g ε0)) N(Φ_CNL − Φ_eff).

Differentiating with respect to Φ_M, with dx/dΦ_M = −S,

S = 1 − (e²δ/(ε_g ε0)) D(x) S,

which gives the earlier formula with D replaced by D(x). The local slope thus probes the states within a few kT of the Fermi level. A slope taken between two metals instead gives the mean of D(x) over the energies that the Fermi level crosses, as subtracting the balances for the two metals shows. As an example, let the density be 9.95 × 10¹³ cm⁻² eV⁻¹ at the neutrality level and grow by the factor 1 + (E/w)², where E is measured from that level and w = 0.10 eV. At zero temperature, for the metal with Φ_M = 4.0 eV, the Fermi level settles at x = 0.047 eV. The density there is 1.2 × 10¹⁴ cm⁻² eV⁻¹, and the local slope is 0.083 instead of 0.10. At 300 K thermal averaging adds π²(kT)²/(3w²) = 0.22 to the factor 1 + (x/w)² in dN/dx. The Fermi level then settles at x = 0.040 eV and the local slope is 0.074.

**If the states reach into the dielectric**

Gap states induced by the metal decay into the dielectric rather than lying in a plane. Let z = 0 be the dielectric surface, and let the density per volume and energy be (D/λ)exp(−z/λ), which integrates to the same D in a dielectric much thicker than λ. Write y(z) for the local vacuum level minus E_F minus Φ_CNL. The excess electron density is −(D/λ)exp(−z/λ) y, and Poisson's equation for the electron energy gives

y″ = (e²D/(ε0κλ)) exp(−z/λ) y.

Substitute q = s exp(−z/2λ), for which dq/dz = −q/(2λ). Then y″ = (q² d²y/dq² + q dy/dq)/(4λ²). The choice

s² = 4e²Dλ/(ε0κ)

turns the equation into

q² d²y/dq² + q dy/dq = q² y,

the modified Bessel equation of order zero. Deep in the dielectric q → 0. There the solution K0(q) grows as −ln q, hence linearly in z, which is a residual field. Flat band excludes it, leaving y = y∞ I0(q), where y∞ = Φ_eff − Φ_CNL.

At the surface y(0) = y∞ I0(s), and since dI0/dq = I1, the slope on the dielectric side is −(s/2λ) y∞ I1(s). Continuity of the displacement makes the slope in the gap κ/ε_g times as large. Going back by δ to the metal, where y = Φ_M − Φ_CNL,

Φ_M − Φ_CNL = (Φ_eff − Φ_CNL)[I0(s) + (κδs/(2λε_g)) I1(s)].

The definition of s gives κ/λ = 4e²D/(ε0s²), so the last coefficient equals 2a/s, and

S = 1/[I0(s) + a · 2I1(s)/s].

For λ → 0 both I0(s) and 2I1(s)/s tend to 1, and the sheet result returns. Their power series have positive coefficients, so for s > 0 both exceed 1, and S is smaller than for a sheet with the same D. The deeper states add to the dipole because their charge lies farther from the metal.

For λ = 0.30 nm, κ = 20 and the density found above, S drops from 0.10 to 0.087. To obtain S = 0.1, the total density can be lowered to 8.6 × 10¹³ cm⁻² eV⁻¹, which is 13% below the sheet value. The use of the bulk κ so close to the interface is an assumption. A smaller κ makes s larger and lowers S further: with κ = 4 the same density gives S = 0.051, and S = 0.1 needs a density 39% below the sheet value.

**When the estimate does not apply**

The argument needs states that exchange electrons with the metal. If their charge is frozen, N does not depend on Φ_M, the step Δ is a constant, and Φ_eff = Φ_M + Δ has slope 1. For the same reason a built-in dipole that is the same for all metals shifts Φ_eff without changing S, provided that D is uniform. If the dipole of the bare interface itself changes with the metal, through different bonding for example, that change enters the measured slope, and the D inferred from it is no longer a density of states.

Within these conditions, the answer depends on the ratio δ/ε_g and, the more so the larger s is, on the shape of the state distribution. For a sheet, tripling ε_g triples the answer. Spreading the states over 0.30 nm lowers it by 13% for κ = 20 and ε_g = 1, by 29% for κ = 20 and ε_g = 3, and by 39% for κ = 4 and ε_g = 1. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
target pinning factor S: 0.10
gap delta: 0.50 nm
e^2/eps0: 18.095 eV nm
e^2 D delta/eps0 at required D: 9.000
required D, formula: 9.947e+13 /(cm^2 eV)
required D, Poisson root search: 9.947e+13 /(cm^2 eV)
required D in nm units: 0.9947 /(nm^2 eV)
D with 1/S in place of 1/S-1: 1.105e+14 /(cm^2 eV)
required D for S=0.05: 2.100e+14 /(cm^2 eV)
required D for S=0.20: 4.421e+13 /(cm^2 eV)
required D for S=0.50: 1.105e+13 /(cm^2 eV)
required D for S=0.10, eps_g=3: 2.984e+14 /(cm^2 eV)
neutrality level depth: 4.50 eV
back electrode work function: 4.60 eV
metal 4.00 eV: Phi_eff 4.450 eV, V_FB -0.150 V
metal 5.00 eV: Phi_eff 4.550 eV, V_FB -0.050 V
Fermi level above neutrality, metal 4.0 eV: 0.050 eV
excess electrons, metal 4.0 eV: 4.974e+12 /cm^2
energy step in gap, metal 4.0 eV: 0.450 eV
field in gap, metal 4.0 eV: 0.900 V/nm
square-lattice spacing: 0.30 nm
site density: 1.111e+15 /cm^2
states per site per eV: 0.0895
oxide permittivity: 20.0, thickness: 3.0 nm
sheet-level slope at fixed bias: 0.0750
width in nonuniform D(E): 0.10 eV
nonuniform case, Fermi level above neutrality: 0.0469 eV
nonuniform case, D at Fermi level: 1.214e+14 /(cm^2 eV)
nonuniform case, local slope: 0.0835
decay length of spread states: 0.30 nm
S with spread states, same D, Poisson: 0.0865
S with spread states, Bessel formula: 0.0865
required D with spread states: 8.625e+13 /(cm^2 eV)
```
